\section*{Altered-layer erosion and the transient of preferential sputtering}

\section{Result}

When an alloy of A and B is sputtered from a fresh, homogeneous surface, the species that leaves more readily is at first emitted in excess. The excess dies away as a depleted layer forms. The surface then differs from the bulk, while the emitted flux has the bulk composition. For a well-mixed altered layer of fixed thickness $L$, the deviation of the surface composition from its steady value decays as $e^{-t/\tau}$, with
\begin{equation}
\tau=K\frac{L}{v_\infty},\qquad
K=\frac{s_As_B}{S^2},\qquad
S=(1-c_b)s_A+c_bs_B .
\label{eq:result}
\end{equation}
Here $v_\infty$ is the steady recession speed, $c_b$ is the bulk atomic fraction of A, and $s_A,s_B$ are the component yields in atoms per ion. The transient time is thus proportional to layer thickness over recession speed, with a factor $K$ that depends on the alloy. When $K$ is of order one, removal of one layer thickness sets the scale of the transient but does not mark its end.

\section{Why the emission returns to the bulk composition}

Let $c$ be the fraction of A at the surface and $J$ the ion flux. The emitted fluxes are taken as $Js_Ac$ and $Js_B(1-c)$, with constant and unequal component yields. The atomic density $N$ is the same at every composition. Implanted projectiles, redeposition, roughening and segregation are left out. The total yield and recession speed are
\begin{equation}
Y=s_Ac+s_B(1-c),\qquad v=\frac{JY}{N}.
\label{eq:speed}
\end{equation}

Measure depth $x$ from the receding surface and count the A atoms above a plane that lies in unaltered material. Recession brings them in through this plane at the rate $Nvc_b=JYc_b$ per area, and sputtering removes them at the rate $Js_Ac$. The missing A atoms therefore obey
\begin{equation}
\frac{d}{dt}\int N(c_b-c)\,dx
=J(s_Ac-c_bY)\equiv E .
\label{eq:balance}
\end{equation}
The excess emission $E$ is the rate at which the depletion is built up. Once the profile is stationary the left side vanishes, so $s_Ac=c_bY$: a fraction $c_b$ of the emitted atoms is A. This conclusion does not depend on the shape of the profile.

To express $E$ through the surface composition, insert $Y=s_B+(s_A-s_B)c$:
\begin{align}
s_Ac-c_bY
&=\left[s_A-c_b(s_A-s_B)\right]c-c_bs_B \nonumber\\
&=Sc-c_bs_B .
\end{align}
This is zero at the steady surface fraction $c_\infty$, so that
\begin{equation}
c_\infty=\frac{c_bs_B}{S},\qquad E=JS(c-c_\infty).
\label{eq:excess}
\end{equation}
The steady yield follows from the same substitution:
\begin{equation}
Y_\infty=s_B\,\frac{S+c_b(s_A-s_B)}{S}
=\frac{s_As_B}{S},
\end{equation}
because $S+c_b(s_A-s_B)=s_A$. If $s_A<s_B$, $E$ is negative and A is enriched at the surface; the formulas are unchanged.

\section{The time and depth of the transient}

If ion mixing keeps the layer uniform, its missing inventory is $NL(c_b-c)$. Equations~\eqref{eq:balance} and \eqref{eq:excess} then give
\begin{equation}
-NL\frac{dc}{dt}=JS(c-c_\infty).
\end{equation}
The equation is linear in $c$ although the recession speed changes during the transient. Starting from $c=c_b$, its solution is
\begin{equation}
c-c_\infty=(c_b-c_\infty)e^{-t/\tau},
\qquad \tau=\frac{NL}{JS}.
\label{eq:decay}
\end{equation}
Since $v_\infty=JY_\infty/N$, we have $N/J=Y_\infty/v_\infty$. Hence $\tau=(Y_\infty/S)L/v_\infty$, which is Eq.~\eqref{eq:result}.

The factor $K=Y_\infty/S$ compares two removal rates: $Y_\infty$ sets the recession, and $S$ sets the decay of the composition error. Since $S$ is a weighted mean of the two yields, $K$ lies between $s_B/s_A$ and $s_A/s_B$. For dilute A, $S\to s_A$ and $Y_\infty\to s_B$, so $K\to s_B/s_A$. For nearly pure A, $K\to s_A/s_B$: the composition error then relaxes at the removal rate of the minority B, while A sets the recession speed.

The eroded depth $z$ follows from Eq.~\eqref{eq:speed}. The yield is linear in $c$, so the speed relaxes with the same $\tau$ from its initial value $v_0$:
\begin{align}
v(t)&=v_\infty+(v_0-v_\infty)e^{-t/\tau},\\
z(t)&=v_\infty t+(v_0-v_\infty)\tau\left(1-e^{-t/\tau}\right).
\label{eq:depth}
\end{align}

\section{How large: a model alloy}

Take $c_b=0.4$, $s_A=3$, $s_B=1$, $N=60$ atoms/nm$^3$ and $L=3$ nm. Singly charged ions at 1 A/m$^2$ give $J=6.24$ ions/(nm$^2$\,s). Then $S=0.6\times3+0.4\times1=2.2$, and
\begin{align}
c_\infty&=0.4/2.2=0.182,\\
v_\infty&=6.24\times1.364/60=0.142\ \text{nm/s},\\
\tau&=\frac{60\times3}{6.24\times2.2}=13.1\ \text{s}.
\end{align}
The simple estimate $L/v_\infty$ is 21.1 s, and $K=3/2.2^2=0.62$ accounts for the difference. The A share of the emission starts at $3\times0.4/1.8=0.67$ and tends to 0.40.

Equation~\eqref{eq:depth} gives $z=L$ at 18.0 s, when $e^{-18.0/13.1}=0.25$ of the initial surface deviation remains. The surface fraction is then $0.182+0.253\times0.218=0.237$, and the A share of the emission is
\begin{equation}
\frac{3\times0.237}{3\times0.237+0.763}=0.48 .
\end{equation}
Reducing the surface deviation to 1\% of its initial value takes $\tau\ln100=60.4$ s and removes 9.15 nm, about three layer thicknesses.

These results were tested by a simulation that removes single atoms with probabilities weighted by their yields and refills the layer at random from the bulk. It gave a late surface fraction of 0.182 and a late emitted fraction of 0.400. The half-time was 9.10 s, against $\tau\ln2=9.09$ s. Doubling $L$ at fixed flux raised it to 17.97 s, about 1\% below the predicted doubling. After one layer thickness had been removed, 0.254 of the deviation remained. Further values are in the numerical output.

\section{Incomplete mixing}

A real profile need not be uniform. Define an effective thickness and an area time by
\begin{equation}
L_{\rm eff}=\frac{\int(c_b-c_{\rm steady})\,dx}{c_b-c_\infty},
\qquad
t_*=\frac{1}{E(0)}\int_0^\infty E\,dt .
\end{equation}
Integrating Eq.~\eqref{eq:balance} from a fresh surface gives $\int E\,dt=NL_{\rm eff}(c_b-c_\infty)$. Equation~\eqref{eq:excess} gives $E(0)=JS(c_b-c_\infty)$. Their ratio is
\begin{equation}
t_*=\frac{NL_{\rm eff}}{JS}=K\frac{L_{\rm eff}}{v_\infty}.
\label{eq:area}
\end{equation}
No exponential decay has been assumed. For the well-mixed layer $t_*=\tau$.

Suppose that mixing acts as diffusion with constant coefficient $D$ down to depth $R$ and vanishes below. The flux of A towards the surface is $N(vc+D\,dc/dx)$: the first term is recession, and the second is diffusion towards lower $c$. In steady state it equals the supply $Nv_\infty c_b$ at every depth, so
\begin{equation}
D\frac{d}{dx}(c_b-c)=-v_\infty(c_b-c).
\end{equation}
With $c(0)=c_\infty$, the solution for $x<R$ and its integral are
\begin{align}
c_b-c&=(c_b-c_\infty)e^{-v_\infty x/D},\\
L_{\rm eff}&=\frac{D}{v_\infty}\left(1-e^{-v_\infty R/D}\right).
\label{eq:leff}
\end{align}
At $x=R$ the composition jumps to $c_b$, because $D$ jumps to zero there while the flux stays continuous.

For $D\gg v_\infty R$, expanding the exponential gives $L_{\rm eff}\to R$. For $D\ll v_\infty R$, $L_{\rm eff}\to D/v_\infty$, and inserting $v_\infty=Js_As_B/(NS)$ into Eq.~\eqref{eq:area} gives
\begin{equation}
t_*\to\frac{N^2D}{J^2s_As_B}.
\end{equation}
The thickness itself now depends on the recession speed. If $D$ is independent of ion flux, doubling $J$ cuts $t_*$ fourfold. If $D$ is produced by the ions and is proportional to $J$, doubling $J$ halves it. A numerical solution of the transport equation with $R=3$ nm and $D=0.05$ nm$^2$/s at the lower flux gave ratios of 3.997 and 2.000.

At the original flux, this solution gave $L_{\rm eff}=2.98$, 1.85 and 0.35 nm for $D=40$, 0.4 and 0.05 nm$^2$/s, in agreement with Eq.~\eqref{eq:leff}. The area times were 13.0, 8.07 and 1.54 s. The smallest thickness is close to an atomic spacing, where a continuum profile is only a rough description. For $c_b=0.95$ with strong mixing and the same yields, the solution gave $K=2.48$, as does $3/1.1^2$; the transient then lasts longer than $L/v_\infty$.

Weak mixing also changes the shape of the decay. Early on, only a skin of depth about $\sqrt{Dt}$ is depleted. Its missing inventory, about $N(c_b-c)\sqrt{Dt}$, must equal $E(0)t$, so the surface depletion grows as $\sqrt t$, faster at first than the linear start of an exponential. Since the normalized decay has the fixed area $t_*$, a faster start must be paid for by a larger remainder later. For $D=0.05$ nm$^2$/s, 0.63 of the deviation remained at $0.1t_*$, against 0.90 for an exponential. At $t_*\ln100$, 5\% remained instead of 1\%. At this $D$ the skin at $0.1t_*$ is only $\sqrt{Dt}\approx0.09$ nm, below an atomic spacing, so the early values are not physical for these parameters. For $D\ll v_\infty R$ the decay as a function of $t/t_*$ does not depend on $D$, and the numbers apply where $D/v_\infty$ spans many atomic spacings and $R$ is larger still. There an early drop in the signal is no proof that steady emission has been reached.

\section{Use in practice}

For a well-mixed layer, reducing the surface deviation to a fraction $\epsilon$ of its initial value requires a pre-sputtering time $\tau\ln(1/\epsilon)$. Equation~\eqref{eq:depth} gives the depth consumed. A deposit follows the emitted A share, whose deviation from $c_b$ is $S(c-c_\infty)/Y$. At that time it has fallen only to $\epsilon\,Y(0)/Y(t)$ of its initial value, about $1.3\epsilon$ for small $\epsilon$ in the example. For a deposition target conditioned behind a shutter, this time counts from the moment the clean alloy is exposed; any oxide or contamination must be removed first, which can take longer. In depth profiling, the film must be thicker than the required depth plus $L$, about 12 nm for 1\% in the example, because the mixed layer must still rest on unaltered alloy when the chosen accuracy is reached. Where mixing is weak or unknown, the emitted composition should be followed against eroded depth and, if the bulk composition is known, compared with it. A small change over a short depth is not enough, because the emission can drift slowly while still far from its steady value. In steady state the total sputtered flux gives the bulk composition, whereas a surface-sensitive measurement gives the altered surface and needs correction.

The chosen density is typical of metals, and a layer of a few nanometres is a reasonable scale for keV ions. A component-yield ratio of 3 is large for a metallic alloy. Magnetron targets run at roughly 100 A/m$^2$; with all other parameters held fixed, $\tau$ would fall to about 0.13 s. Real alloys often break the assumption that the outermost atoms have the composition of the mixed layer. As an illustration, let rapid segregation double the surface ratio A/B relative to the layer beneath, and neglect the inventory of the outermost atomic layer. The initial surface fraction becomes $4/7$, so $E(0)/J=2.2\times4/7-0.4=0.857$. The steady surface still has $c_\infty=0.182$, an A/B ratio of $2/9$. The layer beneath has half that ratio, which means a fraction of 0.10. The area time becomes
\begin{equation}
t_*=\frac{60\times3\times(0.4-0.1)}{6.24\times0.857}
=10.1\ \text{s},
\end{equation}
about 23\% below the value without segregation, although the layer is more strongly depleted. The direction depends on which species segregates. If the ratio is halved instead, the initial surface fraction is 0.25, $E(0)/J=0.15$, the steady layer fraction is $4/13=0.308$, and $t_*$ rises to about 17.7 s. Stronger segregation of B can even reverse the sign of $E(0)$.

Heating can lengthen the transient. If thermal diffusion reaches far into the target, $R$ is large and $L_{\rm eff}$ approaches $D/v_\infty$, which grows with $D$. The transient then erodes several times this length: for the model alloy about $3D/v_\infty$ is gone at $t_*\ln100$, when 5\% of the deviation still remains. Unless the target is many times thicker than $D/v_\infty$, the unaltered bulk assumed in Eq.~\eqref{eq:balance} is no longer available, and the steady state derived here cannot be relied on. Cooling the target then shortens the transient, provided that it lowers $D$ and leaves the yields nearly unchanged.

\section*{Computed results}
\begin{verbatim}
Atomic density N: 60.0 atoms/nm^3
Component yields sA, sB: 3.0, 1.0 atoms/ion
Bulk fraction of A: 0.400
Layer thickness L = mixing depth R: 3.00 nm
Ion current density: 1.00 A/m^2
Ion flux J: 6.2415 ions/(nm^2 s)
S: 2.2000 atoms/ion
Initial total yield: 1.8000 atoms/ion
Steady total yield: 1.3636 atoms/ion
Initial A share of emission: 0.6667
Steady surface fraction of A: 0.1818
Initial recession speed: 0.1872 nm/s
Steady recession speed: 0.1419 nm/s
L / steady speed: 21.149 s
Factor K: 0.6198
Relaxation time tau: 13.109 s
Time to erode L: 18.015 s
Surface deviation left after eroding L: 0.2530
Time to 1% surface deviation: 60.368 s
Depth eroded by then: 9.152 nm
Atom simulation, surface A: 0.1820
Atom simulation, late emitted A: 0.4001
Predicted half-time, L: 9.086 s
Atom simulation half-time, L: 9.103 s
Atom simulation half-time, 2L: 17.971 s
Atom simulation, left after eroding L: 0.2542
Atom simulation, depth at 1% time: 9.161 nm
strong mixing, D: 40.000 nm^2/s
  L_eff formula: 2.9841 nm
  L_eff transport: 2.9841 nm
  area time formula: 13.0392 s
  area time transport: 13.0392 s
medium mixing, D: 0.400 nm^2/s
  L_eff formula: 1.8467 nm
  L_eff transport: 1.8467 nm
  area time formula: 8.0692 s
  area time transport: 8.0692 s
weak mixing, D: 0.050 nm^2/s
  L_eff formula: 0.3524 nm
  L_eff transport: 0.3525 nm
  area time formula: 1.5399 s
  area time transport: 1.5402 s
strong: deviation left at 0.1 t*: 0.9001
strong: left at ln(100) t*: 0.0103
weak: deviation left at 0.1 t*: 0.6344
weak: left at ln(100) t*: 0.0506
Weak mixing, t*(J)/t*(2J), D fixed: 3.997
Weak mixing, t*(J)/t*(2J), D prop. to J: 2.000
A-rich alloy, bulk fraction of A: 0.950
A-rich alloy, K formula: 2.4793
A-rich alloy, K transport: 2.4793
\end{verbatim}
